# Why a tailored bias waveform needs a small reset fraction: verification in Python

```python
"""Result under test: with a sheath that follows a two-level bias waveform,
the share of ions outside the high-energy peak is (t_reset + b) / period,
where b is a sheath-sized edge time that does not grow with t_reset.
The steady ion supply makes reset time cost ions.

Symbols: theta = electron temperature in eV; V = plasma minus surface voltage;
duty = t_reset / period; delta = ions missing from the hold sheath / ion flux;
lost time = ions outside the peak window / ion flux.
Particle calculation units: Debye length, Bohm speed, theta, entry density.
Ions are cold and collisionless; electrons obey the Boltzmann relation.
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded

# Round example parameters, SI except theta and voltages.
theta = 3.0
ion_mass = 40.0 * sc.atomic_mass
density = 3.0e16
hold_voltage = 200.0
period = 10.0e-6
ceramic_thickness = 1.0e-4
relative_permittivity = 10.0
mach = 1.05
window = 0.05
duties = [0.05, 0.10, 0.20, 0.40]

bohm_speed = math.sqrt(sc.e * theta / ion_mass)
debye = math.sqrt(sc.epsilon_0 * theta / (density * sc.e))
time_unit = debye / bohm_speed
ion_current = sc.e * density * mach * bohm_speed
electron_current = sc.e * density * math.sqrt(
    sc.e * theta / (2 * math.pi * sc.m_e))
minimum_duty = mach * math.sqrt(2 * math.pi * sc.m_e / ion_mass)
capacitance = sc.epsilon_0 * relative_permittivity / ceramic_thickness
high = hold_voltage / theta
full_energy = high + mach**2 / 2


def reset_voltage(duty):
    """Sheath voltage in eV per charge that balances charge over a period."""
    return theta * math.log(duty / minimum_duty)


# Electron flux over a retarding barrier, directly from a Maxwellian.
for barrier in [0.0, 1.5, 4.0]:
    direct_flux = quad(lambda v: v * math.exp(-v*v/2) / math.sqrt(2*math.pi),
                       math.sqrt(2 * barrier), np.inf)[0]
    ratio = electron_current * math.exp(-barrier) / (
        sc.e * density * math.sqrt(sc.e * theta / sc.m_e))
    assert abs(direct_flux / ratio - 1) < 1e-6


# Steady sheath from the first integral of Poisson's equation.
def sheath_field(drop):
    pressure = math.expm1(-drop) + mach**2 * (
        math.sqrt(1 + 2 * drop / mach**2) - 1)
    return math.sqrt(2 * pressure)


def ion_speed(drop):
    return math.sqrt(mach**2 + 2 * drop)


thickness = quad(lambda p: 1 / sheath_field(p), 1, high)[0]
transit = quad(lambda p: 1 / (sheath_field(p) * ion_speed(p)), 1, high)[0]


def missing_integrand(drop):
    return (1 / mach - 1 / ion_speed(drop)) / sheath_field(drop)


missing_time = (quad(missing_integrand, 1e-5, 1)[0]
                + quad(missing_integrand, 1, high)[0])

# Particle ions with a nonlinear Poisson solution at every time step.
length = 45.0
dx = 0.25
grid = np.linspace(0, length, int(length / dx) + 1)
entry_spacing = 0.0125
entry_rate = 1 / entry_spacing


def solve_potential(ion_density, voltage, old_potential):
    potential = old_potential.copy()
    potential[0], potential[-1] = -voltage, 0.0
    ions = ion_density[1:-1]
    # This upper bound is a supersolution and keeps Newton steps safe.
    cap = max(0.0, math.log(ions.max()))
    bands = np.full((3, len(ions)), 1 / dx**2)
    for _ in range(200):
        inner = potential[1:-1].copy()
        electrons = np.exp(inner)
        residual = ((potential[2:] - 2 * inner + potential[:-2]) / dx**2
                    - electrons + ions)
        bands[1] = -2 / dx**2 - electrons
        correction = solve_banded((1, 1), bands, -residual,
                                  check_finite=False)
        updated = np.minimum(inner + correction, cap)
        potential[1:-1] = updated
        if np.max(np.abs(updated - inner)) < 1e-6:
            return potential
    raise RuntimeError("Poisson iteration did not converge")


def deposit(positions):
    scaled = positions / dx
    cell = np.minimum(scaled.astype(int), len(grid) - 2)
    part = scaled - cell
    count = (np.bincount(cell, 1 - part, minlength=len(grid))
             + np.bincount(cell + 1, part, minlength=len(grid)))
    return count * mach * entry_spacing / dx


def advance(state, voltages, dt):
    """Return the new state, impact energies and their time-step indices."""
    x, speed, potential = state
    number = round(dt / entry_spacing)
    fresh = length - mach * entry_spacing * (np.arange(number) + 0.5)
    slope = np.gradient(potential, dx, edge_order=2)
    acceleration = np.interp(x, grid, slope)
    energies, times = [], []
    for step, voltage in enumerate(voltages):
        old_x, old_speed = x, speed
        speed = speed + 0.5 * dt * acceleration
        x = x - speed * dt
        hit = x <= 0
        if hit.any():
            impact = (0.5 * old_speed[hit]**2
                      + np.interp(old_x[hit], grid, potential) - potential[0])
            energies.append(impact)
            times.append(np.full(len(impact), step))
        x = np.concatenate((x[~hit], fresh))
        speed = np.concatenate((speed[~hit], np.full(number, mach)))
        potential = solve_potential(deposit(x), voltage, potential)
        slope = np.gradient(potential, dx, edge_order=2)
        acceleration = np.interp(x, grid, slope)
        speed = speed + 0.5 * dt * acceleration
    return ((x, speed, potential), np.concatenate(energies),
            np.concatenate(times))


start_x = np.arange(mach * entry_spacing / 2, length, mach * entry_spacing)
start_potential = solve_potential(deposit(start_x), high, np.zeros(len(grid)))
start = (start_x, np.full(len(start_x), mach), start_potential)
dt = 0.1
settled, energies, times = advance(start, np.full(1000, high), dt)
settled_energy = energies[times >= 900]
assert np.max(np.abs(settled_energy / full_energy - 1)) < 0.01
wall_slope = np.gradient(settled[2], dx, edge_order=2)[0]
assert abs(wall_slope / sheath_field(high) - 1) < 0.03
particle_missing = length / mach - len(settled[0]) / entry_rate
assert abs(particle_missing / missing_time - 1) < 0.05

period_units = period / time_unit
recovery_steps = 1000
results = []
for duty in duties:
    reset_steps = round(duty * period_units / dt)
    reset_time = reset_steps * dt
    low = reset_voltage(duty) / theta
    waveform = np.concatenate((np.full(reset_steps, low),
                               np.full(recovery_steps, high)))
    _, energies, times = advance(settled, waveform, dt)
    outside = np.abs(energies / full_energy - 1) > window
    lost_time = outside.sum() / entry_rate
    reset_arrivals = (times < reset_steps).sum() / entry_rate
    # Half a time unit allows for finite steps and boundary deposition.
    assert reset_time - missing_time - 0.5 < reset_arrivals
    assert reset_arrivals < reset_time + 0.5
    duration = len(waveform) * dt
    assert abs(len(energies) / entry_rate / duration - 1) < 0.02
    assert not outside[times >= len(waveform) - 200].any()
    assert recovery_steps * dt < (1 - duty) * period_units
    edge_time = lost_time - reset_time
    assert abs(edge_time) < thickness / mach
    late = (times > 0.75 * reset_steps) & (times < reset_steps)
    low_share = (energies < 0.1 * full_energy).sum() / (
        entry_rate * period_units)
    results.append((reset_time, lost_time, edge_time,
                    np.median(energies[late]) * theta, low_share))

lost_slope = (results[3][1] - results[1][1]) / (
    results[3][0] - results[1][0])
assert abs(lost_slope - 1) < 0.05
low_formula = reset_voltage(duties[3]) + theta * mach**2 / 2
assert abs(results[3][3] / low_formula - 1) < 0.05

# A fast square wave with half its time at low voltage.
fast_low = reset_voltage(0.5) / theta
fast_wave = np.tile([high] * 4 + [fast_low] * 4, 250)
_, energies, times = advance(settled, fast_wave, 0.05)
fast_energy = energies[times >= 1200]
fast_mean = fast_energy.mean()
fast_width = fast_energy.std() / fast_mean
fast_expected = (high + fast_low + mach**2) / 2
assert abs(fast_mean / fast_expected - 1) < 0.06
assert fast_width < 0.10
fast_period = 8 * 0.05 * time_unit


# Surface charge in time, with the electron current capped at saturation.
def surface_voltage(duty, jump, ramped, cycles, voltage):
    steps = 20000
    interval = period / steps
    reset_steps = round(duty * steps)
    hold_slope = -ion_current / capacitance if ramped else 0.0
    reset_slope = -hold_slope * (steps - reset_steps) / reset_steps
    for _ in range(cycles):
        voltage -= jump
        for step in range(steps):
            if step == reset_steps:
                voltage += jump
                hold_start = voltage
            applied_slope = reset_slope if step < reset_steps else hold_slope
            electrons = electron_current * math.exp(-max(voltage, 0) / theta)
            voltage += interval * (-applied_slope
                                   - (ion_current - electrons) / capacitance)
    return hold_start, voltage


example_duty = duties[1]
example_low = reset_voltage(example_duty)
jump = hold_voltage - example_low
ramped_start, ramped_end = surface_voltage(
    example_duty, jump, True, 3, hold_voltage + 5)
assert abs(ramped_start - hold_voltage) < 0.5
assert abs(ramped_end - hold_voltage) < 0.5
flat_start, flat_end = surface_voltage(
    example_duty, jump, False, 3, hold_voltage)
droop = ion_current * (1 - example_duty) * period / capacitance
assert abs((flat_start - flat_end) / droop - 1) < 0.01
_, starved_voltage = surface_voltage(
    minimum_duty / 2, hold_voltage, True, 8, hold_voltage)
assert starved_voltage < 0.2 * hold_voltage

# Sizes of neglected effects; the cross section and yield are rough inputs.
gas_pressure = 2.0e-3
gas_temperature = 300.0
cross_section = 4.0e-19
secondary_yield = 0.1
ion_temperature = 0.05
gas_density = gas_pressure * sc.torr / (sc.k * gas_temperature)
sheath_m = thickness * debye
collision_share = 1 - math.exp(-sheath_m * gas_density * cross_section)
capacitance_ratio = sc.epsilon_0 / sheath_m / capacitance
electron_crossing = sheath_m / math.sqrt(
    8 * sc.e * theta / (math.pi * sc.m_e))
ceramic_field = (hold_voltage + droop) / ceramic_thickness / 1e8
peak_ev = full_energy * theta
low_ev = example_low + theta * mach**2 / 2
peak_angle = math.degrees(math.atan(math.sqrt(ion_temperature/(2*peak_ev))))
low_angle = math.degrees(math.atan(math.sqrt(ion_temperature/(2*low_ev))))

print(f"ion mass: {ion_mass/sc.atomic_mass:.1f} u")
print(f"electron temperature: {theta:.1f} eV")
print(f"entry density: {density*1e-6:.1e} cm^-3")
print(f"entry speed / Bohm speed: {mach:.2f}")
print(f"hold sheath voltage: {hold_voltage:.1f} V; period: {period*1e6:.1f} us")
print(f"ceramic: {ceramic_thickness*1e3:.2f} mm, "
      f"relative permittivity {relative_permittivity:.1f}")
print(f"Bohm speed: {bohm_speed/1e3:.3f} km/s; Debye length: {debye*1e3:.4f} mm")
print(f"ion current: {ion_current*0.1:.3f} mA/cm^2")
print(f"full peak energy: {peak_ev:.2f} eV; half-window: {100*window:.1f} %")
print(f"sheath thickness (to 1 theta drop): {sheath_m*1e3:.3f} mm "
      f"= {sheath_m*1e10:.3e} angstrom")
print(f"ion transit through this sheath: {transit*time_unit*1e9:.1f} ns")
print(f"entry-speed drift time over it: {thickness/mach*time_unit*1e9:.1f} ns")
print(f"missing-ion time, quadrature: {missing_time*time_unit*1e9:.1f} ns")
print(f"missing-ion time, particles: {particle_missing*time_unit*1e9:.1f} ns")
for duty, result in zip(duties, results):
    reset_time, lost_time, edge_time, median_low, low_share = result
    lost_share = lost_time / period_units
    print(f"duty {duty:.2f}: reset {reset_time*time_unit*1e9:.1f} ns, "
          f"lost {lost_time*time_unit*1e9:.1f} ns, "
          f"b {edge_time*time_unit*1e9:.1f} ns")
    print(f"  shares: peak {100*(1-lost_share):.2f} %, "
          f"below 0.1 peak {100*low_share:.2f} %, "
          f"other {100*(lost_share-low_share):.2f} %")
    print(f"  reset voltage {reset_voltage(duty):.2f} V; "
          f"late-reset median energy {median_low:.2f} eV")
print(f"lost-time slope, duty 0.10 to 0.40: {lost_slope:.4f}")
print(f"largest duty for 90 % peak, using b at 0.10: "
      f"{0.10-results[1][2]/period_units:.4f}")
print(f"minimum duty for charge balance: {minimum_duty:.5f}")
print(f"settled low energy at duty 0.10, formula: {low_ev:.2f} eV")
print(f"settled low energy at duty 0.40, formula: {low_formula:.2f} eV")
print(f"required hold ramp: {-ion_current/capacitance*1e-6:.3f} V/us")
print(f"ramped hold, start and end: {ramped_start:.2f}, {ramped_end:.2f} V")
print(f"flat hold, start and end: {flat_start:.2f}, {flat_end:.2f} V")
print(f"flat-hold droop, formula: {droop:.2f} V")
print(f"hold voltage at half minimum duty: {starved_voltage:.2f} V")
print(f"fast square wave: duty 0.50, frequency {1e-6/fast_period:.1f} MHz")
print(f"fast mean energy: {fast_mean*theta:.2f} eV; "
      f"from mean voltage: {fast_expected*theta:.2f} eV")
print(f"fast rms width / mean: {100*fast_width:.2f} %")
print(f"gas: {gas_pressure*1e3:.1f} mTorr, {gas_temperature:.0f} K; "
      f"rough cross section {cross_section*1e4:.1e} cm^2")
print(f"ions colliding in sheath: {100*collision_share:.2f} %")
print(f"sheath / ceramic capacitance: {100*capacitance_ratio:.2f} %")
print(f"electron sheath-crossing time: {electron_crossing*1e9:.2f} ns")
print(f"rough secondary yield: {secondary_yield:.2f}; "
      f"minimum duty with it: {minimum_duty*(1+secondary_yield):.5f}")
print(f"ceramic field scale: {ceramic_field:.4f} MV/cm")
print(f"rough ion temperature: {ion_temperature:.2f} eV")
print(f"thermal angle, peak and low ions: {peak_angle:.2f}, "
      f"{low_angle:.2f} degrees")
print("finished without a failed check")
```

Output:

```
ion mass: 40.0 u
electron temperature: 3.0 eV
entry density: 3.0e+10 cm^-3
entry speed / Bohm speed: 1.05
hold sheath voltage: 200.0 V; period: 10.0 us
ceramic: 0.10 mm, relative permittivity 10.0
Bohm speed: 2.690 km/s; Debye length: 0.0743 mm
ion current: 1.358 mA/cm^2
full peak energy: 201.65 eV; half-window: 5.0 %
sheath thickness (to 1 theta drop): 1.645 mm = 1.645e+07 angstrom
ion transit through this sheath: 118.1 ns
entry-speed drift time over it: 582.5 ns
missing-ion time, quadrature: 500.6 ns
missing-ion time, particles: 497.6 ns
duty 0.05: reset 500.2 ns, lost 554.4 ns, b 54.2 ns
  shares: peak 94.46 %, below 0.1 peak 1.97 %, other 3.58 %
  reset voltage 4.91 V; late-reset median energy 8.62 eV
duty 0.10: reset 1000.4 ns, lost 1052.5 ns, b 52.2 ns
  shares: peak 89.47 %, below 0.1 peak 6.09 %, other 4.44 %
  reset voltage 6.98 V; late-reset median energy 9.26 eV
duty 0.20: reset 2000.8 ns, lost 2045.3 ns, b 44.6 ns
  shares: peak 79.55 %, below 0.1 peak 15.49 %, other 4.96 %
  reset voltage 9.06 V; late-reset median energy 10.90 eV
duty 0.40: reset 3998.8 ns, lost 4035.7 ns, b 37.0 ns
  shares: peak 59.64 %, below 0.1 peak 35.11 %, other 5.24 %
  reset voltage 11.14 V; late-reset median energy 12.86 eV
lost-time slope, duty 0.10 to 0.40: 0.9949
largest duty for 90 % peak, using b at 0.10: 0.0948
minimum duty for charge balance: 0.00975
settled low energy at duty 0.10, formula: 8.64 eV
settled low energy at duty 0.40, formula: 12.80 eV
required hold ramp: -15.333 V/us
ramped hold, start and end: 200.00, 200.00 V
flat hold, start and end: 206.88, 68.88 V
flat-hold droop, formula: 138.00 V
hold voltage at half minimum duty: 25.67 V
fast square wave: duty 0.50, frequency 90.5 MHz
fast mean energy: 107.66 eV; from mean voltage: 107.56 eV
fast rms width / mean: 3.42 %
gas: 2.0 mTorr, 300 K; rough cross section 4.0e-15 cm^2
ions colliding in sheath: 4.15 %
sheath / ceramic capacitance: 0.61 %
electron sheath-crossing time: 1.42 ns
rough secondary yield: 0.10; minimum duty with it: 0.01072
ceramic field scale: 0.0338 MV/cm
rough ion temperature: 0.05 eV
thermal angle, peak and low ions: 0.64, 3.08 degrees
finished without a failed check
```
